# Breit-Rabi levels of isotropic muonium and its muon-line sum rule, part 1

(Sections cited here and not found follow in the second part.)

## First half: the levels and the sum

**Q.** You say the hyperfine constant of muonium can be read from two lines in a magnetic field without knowing the field. I doubt it. Both lines move when the field changes. Before arguing about lines, tell me which Hamiltonian you are using, and where its signs come from.

**A.** Muonium is a positive muon with one bound electron. I keep two spins: the electron spin $\mathbf S$ and the muon spin $\mathbf I$, both 1/2 and both dimensionless. The orbital state is taken as fixed and nondegenerate, and the atom sits still in a static field $B\ge 0$ along $z$.

The electron is negative, so its moment is opposite to its spin. The muon is positive, so its moment is parallel to its spin:

$$\boldsymbol\mu_e=-h\gamma_e\mathbf S,\qquad \boldsymbol\mu_\mu=+h\gamma_\mu\mathbf I .$$

Both $\gamma_e$ and $\gamma_\mu$ are positive here. Since the spin projection is 1/2 when the moment has its full projection, $\gamma_e=2|\mu_e|/h$ and $\gamma_\mu=2|\mu_\mu|/h$. The values are $28024.95$ and $135.5388$ MHz/T. I use the free-particle values. In a solid the electron value can differ slightly, which will turn out not to matter for the sum.

The energy of a moment is $-\boldsymbol\mu\cdot\mathbf B$. This gives $+h\gamma_eBS_z$ for the electron and $-h\gamma_\mu BI_z$ for the muon. Adding an isotropic coupling and dividing by $h$,

$$\frac{H}{h}=\gamma_eBS_z-\gamma_\mu BI_z+A\,\mathbf S\cdot\mathbf I .$$

All energies below are divided by $h$ and given in MHz.

**Q.** The Zeeman signs are clear. The last term looks like a guess. Why should the coupling be a scalar product, and which sign has $A$?

**A.** Take a spherical electron density $|\psi(r)|^2$ around the muon. It carries a magnetization $\mathbf M(r)=\boldsymbol\mu_e|\psi(r)|^2$. A uniformly magnetized sphere has the inner field $\tfrac23\mu_0\mathbf M$, whatever its radius. A uniformly magnetized shell is a large sphere minus a smaller one, so the field in its cavity is zero. Build the density from thin shells. Those that surround the muon at a distance give nothing at the centre, and what remains is the small sphere at the muon itself:

$$\mathbf B_{\rm hf}=\tfrac23\mu_0\,\boldsymbol\mu_e|\psi(0)|^2 .$$

The muon's energy in this field is $-\boldsymbol\mu_\mu\cdot\mathbf B_{\rm hf}$. Insert $\boldsymbol\mu_e=-2|\mu_e|\mathbf S$ and $\boldsymbol\mu_\mu=2|\mu_\mu|\mathbf I$. The two minus signs cancel, and

$$A=\frac{2\mu_0}{3h}\,4|\mu_e||\mu_\mu|\,|\psi(0)|^2>0 .$$

For the free atom, with the nonrelativistic 1s density and the reduced mass, this gives $4464$ MHz. That figure leaves out relativistic corrections, recoil corrections beyond the reduced mass, and all radiative corrections beyond those in the moments. In a solid, spin polarization of other electrons can alter the coupling and may even reverse its sign. I shall therefore treat $A$ as a real parameter and say where $A>0$ is needed.

**Q.** Then give me the levels. I would like to see the matrix, since a square root usually hides a sign choice.

**A.** Define the raising and lowering operators $S_\pm=S_x\pm iS_y$ and $I_\pm=I_x\pm iI_y$. Operators of different particles commute, so

$$S_+I_-=S_xI_x+S_yI_y+i(S_yI_x-S_xI_y),$$

$$S_-I_+=S_xI_x+S_yI_y-i(S_yI_x-S_xI_y).$$

The imaginary parts cancel in the sum, and therefore

$$\mathbf S\cdot\mathbf I=S_zI_z+\tfrac12(S_+I_-+S_-I_+).$$

I write product states with the electron arrow first. On $|\uparrow\uparrow\rangle$ the operator $S_+$ gives zero, and so does $I_+$. Both flip terms vanish. On $|\downarrow\downarrow\rangle$ they vanish because of $I_-$ and $S_-$. These two states are eigenstates at every field. In each of them $S_zI_z=\tfrac14$. With

$$\gamma_\pm=\gamma_e\pm\gamma_\mu ,$$

their energies are

$$E_1(\uparrow\uparrow)=\frac A4+\frac{\gamma_-B}{2},\qquad
E_3(\downarrow\downarrow)=\frac A4-\frac{\gamma_-B}{2}.$$

The difference $\gamma_-$ appears because parallel spins have opposite moments, whose Zeeman energies partly cancel.

The other two states have $S_zI_z=-\tfrac14$. In $|\uparrow\downarrow\rangle$ the Zeeman energy is $\tfrac12\gamma_eB+\tfrac12\gamma_\mu B$; in $|\downarrow\uparrow\rangle$ it is the negative of this. The flip term connects them: $S_-I_+|\uparrow\downarrow\rangle=|\downarrow\uparrow\rangle$, with coefficient $A/2$. In the order $|\uparrow\downarrow\rangle,|\downarrow\uparrow\rangle$ the block is

$$-\frac A4\,\mathbf 1+\frac12
\begin{pmatrix}\gamma_+B&A\\A&-\gamma_+B\end{pmatrix}.$$

The square of the second matrix, without its factor 1/2, is $(\gamma_+^2B^2+A^2)\mathbf 1$, and its trace is zero. Its eigenvalues are therefore $\pm R$ with

$$R=\sqrt{A^2+\gamma_+^2B^2}.$$

The root is positive by definition, and I give the upper sign to state 2:

$$E_2=-\frac A4+\frac R2,\qquad E_4=-\frac A4-\frac R2 .$$

These four expressions are the Breit-Rabi levels for two spins 1/2.

**Q.** You have called the upper mixed state number 2, but a label does not tell me which way the muon points in it. What are the states?

**A.** Write $\cos2\zeta=\gamma_+B/R$ and $\sin2\zeta=A/R$. This is allowed because the squares add to one. The traceless part of the block becomes

$$\frac R2\begin{pmatrix}\cos2\zeta&\sin2\zeta\\ \sin2\zeta&-\cos2\zeta\end{pmatrix}.$$

Apply the inner matrix to the column $(\cos\zeta,\sin\zeta)$. The first component is $\cos2\zeta\cos\zeta+\sin2\zeta\sin\zeta=\cos\zeta$. The second is $\sin2\zeta\cos\zeta-\cos2\zeta\sin\zeta=\sin\zeta$. So this column has eigenvalue $+1$, and its orthogonal partner has $-1$:

$$|2\rangle=\cos\zeta|\uparrow\downarrow\rangle+\sin\zeta|\downarrow\uparrow\rangle,$$

$$|4\rangle=-\sin\zeta|\uparrow\downarrow\rangle+\cos\zeta|\downarrow\uparrow\rangle .$$

When $\gamma_+B\gg|A|$, the angle goes to zero. State 2 becomes $|\uparrow\downarrow\rangle$ and state 4 becomes $|\downarrow\uparrow\rangle$. This holds for both signs of $A$; a negative $A$ makes $\zeta$ negative.

At zero field and $A>0$, $R=A$. Then $E_1=E_2=E_3=A/4$, which is the triplet, and $E_4=-3A/4$, which is the singlet. The triplet members are degenerate there, so their labels mean the limit of a small positive field.

**Q.** Put numbers in, so that I can see the sizes.

**A.** Take $A=2000$ MHz, equal to an energy of $8.27$ micro-eV, and $B=1$ T. The Zeeman combinations are

$$\gamma_+B=28024.95+135.54=28160.49\ \text{MHz},$$

$$\gamma_-B=28024.95-135.54=27889.41\ \text{MHz}.$$

The root is $R=\sqrt{2000^2+28160.49^2}=28231.42$ MHz. The levels follow, in MHz:

- $E_1=500+13944.71=14444.71$
- $E_2=-500+14115.71=13615.71$
- $E_3=500-13944.71=-13444.71$
- $E_4=-500-14115.71=-14615.71$

The electron Zeeman energy separates the four levels into two pairs. Within a pair the electron is nearly fixed and the muon flips.

**Q.** So the muon lines are the intervals within the pairs. They both contain $R$, and $R$ contains the field. How can the field leave?

**A.** Define the two signed frequencies by the order of their labels, $\nu_{12}=E_1-E_2$ and $\nu_{34}=E_3-E_4$. Subtract the levels:

$$\nu_{12}=\frac A4+\frac{\gamma_-B}{2}+\frac A4-\frac R2
=\frac A2+\frac{\gamma_-B-R}{2},$$

$$\nu_{34}=\frac A4-\frac{\gamma_-B}{2}+\frac A4+\frac R2
=\frac A2-\frac{\gamma_-B-R}{2}.$$

The field-dependent parts are equal and opposite. Adding gives

$$\nu_{12}+\nu_{34}=A .$$

No approximation was made after the Hamiltonian was written down, so this holds at every $B$ in this model. At 1 T the two values are $828.995$ and $1171.005$ MHz, with the sum $2000.000$ MHz.

**Q.** That looks like a trick of ordering. In your first difference the muon is up in the first state. In the second difference it is down in the first state. Are you not adding one frequency to minus the other?

**A.** Yes, in terms of the muon's own direction. State 1 is muon up at every field and state 2 becomes muon down at high field, so $\nu_{12}$ is "up minus down". State 3 is muon down and state 4 becomes muon up, so $\nu_{34}$ is "down minus up". If both are taken as up minus down, call them $f_\uparrow=\nu_{12}$ and $f_\downarrow=-\nu_{34}$, where the arrow is that of the electron. The same statement is then

$$f_\uparrow-f_\downarrow=A .$$

The word "sum" belongs to the convention $E_1-E_2$, $E_3-E_4$.

The high-field picture shows why a difference is natural. With the electron fixed at $S_z=\pm\tfrac12$ and its flips ignored, the muon has the Hamiltonian $(-\gamma_\mu B\pm A/2)I_z$. The coefficient of $I_z$ is the up-minus-down splitting. Hence $f_\uparrow\approx A/2-\gamma_\mu B$ and $f_\downarrow\approx-A/2-\gamma_\mu B$. The applied field adds the same amount to both, while the hyperfine field reverses with the electron. Their difference keeps the hyperfine part.

**Q.** That picture ignores the flips. At 1 T it gives $1000-135.54=864.46$ MHz for $\nu_{12}$, but you found 829. There is a correction of some 35 MHz. Why does it not spoil the sum?

**A.** The flip term makes $|\uparrow\downarrow\rangle$ and $|\downarrow\uparrow\rangle$ repel. The upper one rises and the lower one falls by the same amount,

$$\delta=\frac{R-\gamma_+B}{2}=\frac{28231.42-28160.49}{2}=35.47\ \text{MHz}.$$

To put this into the frequencies, use $\gamma_-=\gamma_+-2\gamma_\mu$. Then $(\gamma_-B-R)/2=-\gamma_\mu B-\delta$, and

$$\nu_{12}=\frac A2-\gamma_\mu B-\delta,\qquad
\nu_{34}=\frac A2+\gamma_\mu B+\delta .$$

The rise of $E_2$ shortens the interval below $E_1$. The fall of $E_4$ lengthens the interval below $E_3$ equally. For a large field, expanding the root gives $\delta\approx A^2/(4\gamma_+B)$, which is $35.51$ MHz here. The sum does not rely on that expansion.

**Q.** I accept the algebra. Is there a reason that does not need the eigenvalues? Otherwise I cannot tell what would survive a change in the model.

**A.** Regroup the sum as $(E_1+E_3)-(E_2+E_4)$. The first bracket is the trace of $H/h$ over the states with parallel spins; the second is the trace over those with antiparallel spins. A trace does not change when states within a group mix. It can therefore be read from the diagonal elements. The Zeeman energies within each group are opposite and cancel, which leaves

$$E_1+E_3=\frac A2,\qquad E_2+E_4=-\frac A2 .$$

In the example these are $1000$ and $-1000$ MHz.

The same reasoning can be written with the operator $Q=4S_zI_z$, which equals $+1$ on parallel and $-1$ on antiparallel spins. The Hamiltonian does not connect the two groups, so the signed sum of levels is ${\rm Tr}(QH/h)$. The electron Zeeman term contributes a multiple of ${\rm Tr}(S_z^2)\,{\rm Tr}(I_z)=0$, and the muon term vanishes in the same way. The flip terms have no diagonal elements. What remains is

$$4A\,{\rm Tr}(S_z^2I_z^2)=4A\cdot4\cdot\frac1{16}=A .$$

Three conditions are enough for this argument: the perturbations do not connect the parallel group to the antiparallel one, they add nothing to ${\rm Tr}(QH/h)$, and both lines are taken in the same field. The first is sufficient rather than necessary: a transverse component of the applied field connects the groups, but it only turns the field axis, and with states labelled along the new axis the sum is still $A$. An added term $cS_zI_z$, for example, meets the first condition but not the second, and changes the sum to $A+c$. The values of $\gamma_e$ and $\gamma_\mu$ do not enter. A shifted but isotropic electron $g$ factor changes both lines and leaves their signed sum alone.

**Q.** Have you tried it away from your convenient numbers, and with a negative coupling?

**A.** The four-state Hamiltonian was diagonalized for 200 random cases. The magnitude of $A$ ran from 100 to 5000 MHz with both signs, $\gamma_e$ from 5000 to 40000 MHz/T, $\gamma_\mu$ from 50 to 3000 MHz/T, and $B$ from 0.01 to 12 T. States were identified by their overlap with product states. The largest departure of the signed sum from $A$ was $1.1\times10^{-10}$ MHz, which is the size of rounding error for such matrices.

## Second half: what is seen, and where the model fails

The symbols carried over are these. The field is $B$, the coupling is $A$, and $\gamma_\pm=\gamma_e\pm\gamma_\mu$, with $R=\sqrt{A^2+\gamma_+^2B^2}$. States 1 and 3 are $|\uparrow\uparrow\rangle$ and $|\downarrow\downarrow\rangle$, electron first. States 2 and 4 are the upper and lower mixtures of $|\uparrow\downarrow\rangle$ and $|\downarrow\uparrow\rangle$, with mixing angle given by $\cos2\zeta=\gamma_+B/R$ and $\sin2\zeta=A/R$. The frequencies are

$$\nu_{12}=\frac A2+\frac{\gamma_-B-R}{2},\qquad
\nu_{34}=\frac A2-\frac{\gamma_-B-R}{2},$$

and their sum is $A$. The example has $A=2000$ MHz and $B=1$ T.

**Q.** A level difference is not yet a line. Why should an experiment show these two rather than some other pair?

**A.** Let the muon start fully polarized along $x$, across the field, with an unpolarized electron. With $\sigma_x=2I_x$, the initial density matrix is $\rho=(1+\sigma_x)/4$. In the energy basis its elements acquire phases,

$$\langle m|\rho(t)|n\rangle=e^{-2\pi i(E_m-E_n)t}\langle m|\rho|n\rangle .$$

The observed polarization is $P(t)={\rm Tr}[\rho(t)\sigma_x]$. The unit part of $\rho$ drops out because $\sigma_x$ has no trace, so

$$P(t)=\frac14\sum_{mn}|\langle m|\sigma_x|n\rangle|^2\cos2\pi(E_m-E_n)t .$$

The sine parts cancel between $mn$ and $nm$. Now $\sigma_x$ flips the muon: it turns $|1\rangle$ into $|\uparrow\downarrow\rangle$ and $|3\rangle$ into $|\downarrow\uparrow\rangle$. Overlap with the mixed states gives

- $|\langle1|\sigma_x|2\rangle|^2=|\langle3|\sigma_x|4\rangle|^2=\cos^2\zeta$
- $|\langle1|\sigma_x|4\rangle|^2=|\langle2|\sigma_x|3\rangle|^2=\sin^2\zeta$

The elements 1–3 and 2–4 vanish, as do the diagonal ones, because a muon flip changes parallel spins into antiparallel ones and back. Each pair occurs twice in the double sum, hence

$$\begin{aligned}P(t)={}&\tfrac12\cos^2\zeta\,[\cos2\pi\nu_{12}t+\cos2\pi\nu_{34}t]\\
&+\tfrac12\sin^2\zeta\,[\cos2\pi\nu_{14}t+\cos2\pi\nu_{23}t].\end{aligned}$$

At $t=0$ this is 1, as it must be. In the example $\cos^2\zeta=0.998744$. The two muon lines have amplitude $0.4994$ each; the other two have $0.0006$ each and lie near 29.1 and 27.1 GHz.

**Q.** At 1 T, then, the name "muon flip" is fair. What does it mean at low field, where your states 2 and 4 are equal mixtures?

**A.** There it is a name inherited from high field. As $B\to0$, $\cos^2\zeta$ and $\sin^2\zeta$ both tend to 1/2, and all four lines have amplitude 1/4. For $A>0$, expand the root as $R\approx A+\gamma_+^2B^2/(2A)$. Then

$$\nu_{12}\approx\frac{\gamma_-B}{2}-\frac{\gamma_+^2B^2}{4A}.$$

The first term has the slope $13944.7$ MHz/T. It describes the coupled spin-1 triplet turning in the field: the electron supplies nearly all of the moment, but it has to carry the muon spin along, which halves the electron's slope. Meanwhile $\nu_{34}$ starts at $A$, the triplet-singlet interval, and falls at the same rate. At 0.01 T the frequencies are $129.583$ and $1870.417$ MHz. The sum survives although neither transition is a pure muon flip.

In this model the signed frequencies $\nu_{12}$ and $\nu_{34}$ add to $A$ at every field, and both appear as lines in the muon polarization. It remains to follow $\nu_{12}$ as it turns and changes sign with rising field, and to see what limits the reading of $A$ in a real sample.

All numerical values are calculated from the stated model.
